# Charge Distribution of a Nanometre Grain: Recursion, Neutral Fraction and Gaussian Error

## Dimensionless form of the problem

A spherical grain of radius $a$ in a plasma carries charge $Ze$, with $Z$ an integer. It collects electrons and singly charged positive ions one at a time. The stationary probability $P(Z)$ is a pure number, so it can depend on dimensionless combinations alone. Three energies enter: $kT_e$, $kT_i$ and the Coulomb energy $e^2/(4\pi\epsilon_0a)$. They form two ratios,

$$\alpha_e=\frac{e^2}{4\pi\epsilon_0\,a\,kT_e},\qquad \alpha_i=\frac{e^2}{4\pi\epsilon_0\,a\,kT_i}.$$

The particle supply enters through the fluxes $n_ev_e$ and $n_iv_i$, where $v_s=\sqrt{8kT_s/\pi m_s}$ is the mean thermal speed of species $s$. Multiplying both fluxes by the same factor changes the speed of charging but not the stationary state, which leaves their ratio

$$R=\frac{n_ev_e}{n_iv_i}.$$

Hence $P=P(Z;\alpha_e,\alpha_i,R)$. This count assumes that no other length matters: the mean free path, the Debye length and the electron gyroradius must all be large compared with the region in which the grain captures particles.

## Collection rates

Let $V(r)$ be the potential energy of an incoming particle, $E$ its energy far away and $b$ its impact parameter. Conservation of energy and angular momentum lets it reach the surface if $E-V(r)-Eb^2/r^2>0$ for all $r\ge a$. The capture area is therefore $\pi b_c^2$ with

$$b_c^2=\max\Big[0,\ \min_{r\ge a} r^2\big(1-V(r)/E\big)\Big].$$

For a bare Coulomb force write $V(r)=w\,kT\,a/r$, where $w=Z\alpha_i$ for ions and $w=-Z\alpha_e$ for electrons. With $y=E/kT$, the function to minimize is $r^2-(w/y)ar$, whose slope is $2r-(w/y)a$. For attraction ($w<0$) the slope is positive. For repulsion with $y>w$ it is also positive when $r\ge a$. The minimum then lies at $r=a$, and $b_c^2=a^2(1-w/y)$. For repulsion with $y<w$ the value at $r=a$ is negative and nothing is captured.

In a Maxwellian gas the flux is distributed in speed as $v^3e^{-mv^2/2kT}dv$, which is proportional to $ye^{-y}dy$. Since $\int_0^\infty ye^{-y}dy=1$, the collection rate is $\pi a^2n_sv_s$ times

$$\int_{\max(0,w)}^\infty (y-w)e^{-y}dy=\begin{cases}1-w,& w\le0,\\ e^{-w},& w\ge 0.\end{cases}$$

These are the orbital-motion-limited (OML) rates. Unit sticking probability is assumed. Let $F_s=\pi a^2n_sv_s$, so that $F_e/F_i=R$. The rate $U(Z)$ of $Z\to Z+1$ (ion collection) and the rate $D(Z)$ of $Z\to Z-1$ (electron collection) are, for $Z\le0$,

$$U=F_i(1-Z\alpha_i),\qquad D=F_ee^{Z\alpha_e},$$

and for $Z\ge0$ they are $U=F_ie^{-Z\alpha_i}$ and $D=F_e(1+Z\alpha_e)$.

## Recursion and algorithm

Define the net probability flow between neighbouring charges,

$$J_{Z+1/2}=P(Z)U(Z)-P(Z+1)D(Z+1).$$

The master equation is $dP(Z)/dt=J_{Z-1/2}-J_{Z+1/2}$. In a stationary state $J$ is thus the same across every cut. On a finite window of charges nothing passes the ends, so $J=0$ and

$$P(Z+1)=P(Z)\,\frac{U(Z)}{D(Z+1)}.$$

All rates inside the window are positive. The ratios are therefore fixed, and normalization makes the solution unique. This holds for any one-step rate table, not just for OML.

1. Choose a window $Z_{\min}\le Z\le Z_{\max}$ and set $L(Z_{\min})=0$.
2. Form $L(Z+1)=L(Z)+\ln U(Z)-\ln D(Z+1)$.
3. Subtract the largest $L$, exponentiate, and divide by the sum.
4. Read off $P(0)$, the neutral fraction.

The cost is proportional to the number of charges $N$. For OML rates, multiplying the ratios away from $Z=0$ gives, for $k\ge0$,

$$\frac{P(-k)}{P(0)}=\prod_{j=1}^{k}\frac{D(1-j)}{U(-j)}=\frac{R^k e^{-\alpha_e k(k-1)/2}}{\prod_{j=1}^k(1+j\alpha_i)},\qquad \frac{P(1)}{P(0)}=\frac{1}{R(1+\alpha_e)}.$$

**Truncation error.** Cutting the window leaves the retained ratios unchanged. If the discarded probability is $\varepsilon$, every retained probability is too large by the factor $1/(1-\varepsilon)$. On the negative side the ratio $q_k=P(-k-1)/P(-k)=Re^{-\alpha_ek}/[1+(k+1)\alpha_i]$ falls with $k$. Once $q_K<1$, a geometric series bounds the tail beyond $-K$ by $P(-K)\,q_K/(1-q_K)$. The ratios also fall on the positive side, so the same argument applies there.

**Rounding error.** Adding $N$ logarithms of accumulated size up to $L_*$ gives an error in $L$ of at most about $NuL_*$, with $u\approx10^{-16}$ in double precision. This is also the relative error of $P(Z)/P_{\max}$. The logarithms matter for large grains. With the plasma values used below and $a=1000$ nm, $\ln(P_{\max}/P(0))=2157.8$, whereas the largest double-precision number is about $e^{710}$. In that case $\ln P(0)$ should be reported, since $P(0)$ itself underflows.

**Error from the rates.** The distribution has the form $P(Z)\propto R^{-Z}g(Z)$, with $g$ independent of $R$. At fixed $\alpha_e$ and $\alpha_i$, differentiating the normalized expression gives

$$\frac{\partial\ln P(0)}{\partial\ln R}=\langle Z\rangle,\qquad \frac{\partial\langle Z\rangle}{\partial\ln R}=-\mathrm{Var}(Z).$$

A small relative error in the electron-to-ion flux ratio is therefore multiplied by $|\langle Z\rangle|$ in the neutral fraction.

## Gaussian approximation and its leading errors

Treat $Z$ as continuous and let $Z_0$ satisfy $U(Z_0)=D(Z_0)=J_0$. For $R>1$ the balance point is negative. With $\psi=-\alpha_eZ_0$ and $\tau=T_i/T_e=\alpha_e/\alpha_i$,

$$Re^{-\psi}=1+\psi/\tau .$$

The width follows from stationary moments. A step $\pm1$ changes $Z$ by $\pm1$ and $Z^2$ by $\pm2Z+1$, so

$$\langle U-D\rangle=0,\qquad 2\langle Z(U-D)\rangle+\langle U+D\rangle=0 .$$

Let $A=U-D$. The first identity allows $Z$ in the second to be replaced by $Z-Z_0$. To leading order $A\approx A'(Z-Z_0)$ and $U+D\approx2J_0$, hence $\sigma^2=-J_0/A'$. The logarithmic slopes at $Z_0$ are

$$\frac{U'}{U}=-\frac{\alpha_i}{1+\psi/\tau}=-\frac{\alpha_e}{s},\qquad \frac{D'}{D}=\alpha_e,\qquad s=\tau+\psi .$$

Thus $A'=-J_0\alpha_e(1+s)/s$ and

$$\sigma^2=\frac{1}{\alpha_e}\frac{s}{1+s}.$$

The approximation used here is $G(Z)\propto\exp[-(Z-Z_0)^2/2\sigma^2]$, sampled and normalized on the integers.

**Shift of the mean.** Expand $\langle A\rangle=0$ to second order: $A'(\langle Z\rangle-Z_0)+\tfrac12A''\sigma^2=0$. For negative $Z$ the ion rate is linear, so $U''=0$, while $D''=\alpha_e^2J_0$. Therefore $A''=-\alpha_e^2J_0$. With $A'=-J_0/\sigma^2$,

$$\langle Z\rangle-Z_0\simeq-\tfrac12\alpha_e^2\sigma^4=-\frac12\Big(\frac{s}{1+s}\Big)^2 .$$

Since $\alpha_e\propto1/a$ and $\sigma^2\propto a$, this shift tends to a constant for large grains. It becomes small relative to $\sigma$, but not relative to one elementary charge.

**Skewness.** To leading order the recursion reads $d\ln P/dZ\simeq\ln(U/D)$. Its second derivative at $Z_0$ is $c=-\alpha_e^2/s^2$, because $\ln D$ is linear in $Z$. With $x=Z-Z_0$ the density is a Gaussian times $1+cx^3/6$. The Gaussian moments $\langle x^4\rangle=3\sigma^4$ and $\langle x^6\rangle=15\sigma^6$ give a third central moment $(15-9)c\sigma^6/6=c\sigma^6$. The skewness is therefore

$$c\sigma^3=-\alpha_e^2\sigma^3/s^2\propto a^{-1/2}.$$

The neglected half-step terms move the mean but do not alter this leading skewness. At $a=1000$ nm the recursion gives a shift of $-0.13338$ and a skewness of $-0.00873$; the limiting formulas give $-0.1334$ and $-0.00873$. This comparison tests the algebra, not a real grain in this plasma: the mean ion capture radius, $a\sqrt{1+\psi/\tau}\approx9$ µm, is then no longer small compared with the Debye length of 12 µm, as the OML rates require.

**Error at zero charge.** The neutral state lies in the tail for larger grains. Integrating $\ln(D/U)$ from $Z_0$ to 0, with $x=-\alpha_eZ$, gives

$$\ln\frac{P(Z_0)}{P(0)}\simeq\frac1{\alpha_e}\int_0^\psi\Big[\ln R-x-\ln\Big(1+\frac x\tau\Big)\Big]dx=\frac1{\alpha_e}\Big[\frac{\psi^2}2+\psi-\tau\ln\Big(1+\frac\psi\tau\Big)\Big],$$

where $\ln R$ was eliminated with the balance condition. The Gaussian gives $\psi^2(1+s)/(2s\alpha_e)$ instead. Both exponents grow in proportion to $a$, but with different coefficients. The relative error of the Gaussian neutral fraction can thus grow exponentially with size even while the bulk of the distribution becomes more Gaussian.

## An iron grain of 1 nm radius

Take a grain in the argon plasma of a magnetron gas-aggregation source, with rough values $T_e=2$ eV, $T_i=300$ K $=0.02585$ eV, $n_i=10^{10}$ cm$^{-3}$ and $n_e/n_i=0.1$. Then

$$\alpha_e=\frac{1.440}{2}=0.720,\quad \alpha_i=\frac{1.440}{0.02585}=55.7,\quad R=0.1\times\frac{9.4645\times10^5}{398.74}=237.4 .$$

The first ratios are

$$\frac{P(-1)}{P(0)}=\frac{2973.3}{710.27}=4.186,\quad \frac{P(-2)}{P(-1)}=\frac{1447.3}{1408.0}=1.028,\quad \frac{P(-3)}{P(-2)}=\frac{704.49}{2105.8}=0.3345 .$$

Relative to $P(0)=1$, the weights for $Z=0,-1,-2,-3,-4$ are 1, 4.186, 4.303, 1.440 and 0.176. With the small remaining terms they sum to 11.116, so $P(0)=1/11.116=0.0900$. The OML neutral fraction is 9.0 percent. Solving the master equation as a linear system reproduces each probability to within $10^{-10}$.

The balance condition gives $\psi=1.0552$, so $s=1.068$, $Z_0=-1.466$ and $\sigma^2=0.717$. The recursion gives mean $-1.606$, variance 0.783 and skewness $-0.233$. The mean shift, $-0.141$, is already close to its large-grain value of $-0.133$. The skewness formula gives $-0.720^2\times0.717^{3/2}/1.068^2\approx-0.28$, which is less accurate at this size.

The Gaussian neutral fraction is 0.105, 17 percent above the recursion. A Gaussian given the true mean and variance as parameters yields 0.0868, 3.5 percent too low. Position and width act in opposite directions here: correcting the mean alone gives a value 13 percent too low, and correcting the variance alone gives one 27 percent too high. The small error after matching both is partly a result of this cancellation. The positive side is different: the recursion gives $2.2\times10^{-4}$ and the Gaussian $6.9\times10^{-3}$, and matching the moments still leaves $5.9\times10^{-3}$ at $Z=+1$. The cause is the drop in ion rate from 710 s$^{-1}$ at $Z=-1$ to 12.5 s$^{-1}$ at $Z=0$, where Coulomb attraction disappears. The Gaussian continues $\ln(U/D)$ as a straight line in $Z$ from $Z_0$, and so misses the steep fall of $\ln U$ near $Z=0$.

With the plasma held fixed, the size dependence is as follows. The distance is $\frac12\sum_Z|P-G|$.

| $a$ (nm) | $P(0)$ | $G(0)$ | distance |
|---|---|---|---|
| 1 | $9.00\times10^{-2}$ | $1.05\times10^{-1}$ | 0.051 |
| 3 | $1.08\times10^{-3}$ | $3.05\times10^{-3}$ | 0.029 |
| 10 | $2.36\times10^{-10}$ | $4.69\times10^{-8}$ | 0.015 |

The distance falls while $G(0)/P(0)$ rises from 1.17 to 199. The two exponents derived above are $1.555/\alpha_e$ and $1.078/\alpha_e$, so the leading growth is $\exp(0.66\,a/\text{nm})$. Between 5 and 10 nm the computed ratio grows at a mean logarithmic rate of 0.62 per nm; the leading exponent omits prefactors that vary with size.

## Reliability for a real grain

**Image force.** A metal grain is polarized by the approaching charge. At fixed total grain charge, the induced charges are an image $-qa/r$ at distance $a^2/r$ from the centre and $+qa/r$ at the centre. Their interaction energy with $q$ carries a factor $\frac12$ because they are proportional to $q$:

$$V_{\rm im}=\frac{q^2}{8\pi\epsilon_0}\Big[\frac a{r^2}-\frac a{r^2-a^2}\Big]=-\frac{q^2a^3}{8\pi\epsilon_0r^2(r^2-a^2)} .$$

For a neutral grain put $t=r^2/a^2-1$. Then $b_c^2/a^2$ is the minimum of $1+t+\alpha/(2yt)$, which is $1+\sqrt{2\alpha/y}$. Averaging with $ye^{-y}$ gives the factor $1+\sqrt{\pi\alpha/2}$: 2.06 for electrons and 10.4 for ions. At $Z=-1$ the ion factor rises from 56.7 to 108. The ratio $P(-1)/P(0)$ therefore changes little, from 4.19 to $237.4\times2.063/108.0=4.53$. Yet the full recursion with image-force rates lowers the neutral fraction to 5.3 percent and moves the mean to $-2.06$. The difference lies in the higher charges: the population at $Z\le-2$ rises from 53 to about 70 percent. For this metal grain, OML overstates the neutral fraction by a factor of about 1.7 relative to the classical image-force model. The wavelength of a 2 eV electron, 0.87 nm, is comparable with the radius, so classical capture is an approximation; a WKB estimate that lets electrons tunnel through the barrier raises their rates by 1 to 3 percent and lowers the neutral fraction to 5.2 percent.

**Sticking and electron supply.** Halving electron collection raises the OML neutral fraction to 22.9 percent, a factor of 2.55. The sensitivity formula, taken to second order with $\delta=\ln\frac12$, predicts $\exp(\langle Z\rangle\delta-\frac12\mathrm{Var}(Z)\,\delta^2)=2.52$. In the other direction, $n_e/n_i=1$ gives $2.1\times10^{-4}$. The chosen depletion requires a dense cloud: charge neutrality with $\langle Z\rangle=-1.61$ needs $5.6\times10^9$ grains per cm$^3$. A source with fewer grains will have a higher $n_e/n_i$ and, in this model, far fewer neutrals.

**Other processes.** If an arriving ion also ejects an electron with a rough probability of 0.1, the charge jumps by two. The one-step recursion then fails, and the full master equation gives 10.8 percent neutral and 0.55 percent positive. Ion–gas collisions at 0.1 Torr were estimated by counting as captured every ion that collides where its attraction exceeds $1.5kT_i$. With a free path of about 0.3 mm and the collision rate of undisturbed ions, the neutral fraction becomes 9.2 percent. Attraction also speeds up and concentrates the ions, which multiplies the local collision rate by $1+|V|/kT_i$. Since $|V|\propto1/r$, the average of this factor over the counted sphere is $1+\frac32\times1.5=3.25$, and the neutral fraction becomes about 9.5 percent. This treats the gas atoms as at rest; including their thermal motion gives about 9.6 percent.

Highly negative grains can lose electrons. With work function $W\approx4.5$ eV, the difference in charging energy places the outermost electron at $-W-(Z+\frac12)e^2/(4\pi\epsilon_0a)$ relative to vacuum. This is $+0.54$ eV at $Z=-4$, but the estimated tunnelling rate from this level alone, $3\times10^{-6}$ s$^{-1}$ for an attempt rate of $10^{16}$ s$^{-1}$, is negligible beside ion collection. At $Z=-5$ it is of order $10^8$ to $10^9$ s$^{-1}$, depending on the attempt rate assumed, so that state empties at once. Removing $Z\le-5$ changes the OML value of $P(0)$ by less than 0.1 percent of itself, and the image-force value by about 1 percent. This holds for a grain that is not too hot. Emission over the barrier is negligible at 600 K, but thermally excited electrons tunnel much faster than those at the outermost level. A WKB estimate summed over partial waves and a Fermi distribution gives a loss at $Z=-4$ of about 40 s$^{-1}$ at 600 K and $6\times10^3$ s$^{-1}$ at 800 K, against an OML ion rate of $2.8\times10^3$ s$^{-1}$; with $W=4.3$ eV it is already $2\times10^3$ s$^{-1}$ at 600 K. At $Z=-3$ and 1200 K the Richardson estimate is about $2\times10^3$ s$^{-1}$ and the total loss about $2\times10^4$ s$^{-1}$. Adding these losses to $U(Z)$ with $W=4.5$ eV gives neutral fractions of 9.1, 9.3 and 10.7 percent with OML rates, and 5.6, 5.9 and 7.7 percent with image-force rates, at 800, 1000 and 1200 K.

**Magnetic field and time scale.** At a rough 0.03 T the electron gyroradius is 0.18 mm, against a Debye length of 12 µm and a grain radius of 1 nm. The field therefore acts on the charging mainly through the plasma densities and temperatures. The slowest relaxation time is 0.72 ms, so the stationary result applies if the plasma and the grain size change little over several milliseconds. Non-Maxwellian electrons, ion drift, photoemission and discrete electronic levels have not been sized.

For the stated plasma, a defensible report is 9 percent neutral in OML and about 5 percent with the image force, both conditional on unit sticking, on $n_e/n_i=0.1$ and on the rough temperatures. Both temperatures matter strongly: with the other inputs fixed, the OML value is about 20 percent at $T_e=1$ eV and 4.6 percent at 3 eV, and raising $T_i$ from 300 to 600 K lowers it from 9.0 to 5.0 percent. The remaining numerical values are in the numerical output below.

## Table of computed values

```
inputs: a = 1.0 nm, Te = 2.0 eV, Ti = 300.0 K = 0.02585 eV
inputs: n_i = 1.0e+10 cm^-3, n_e/n_i = 0.1
inputs: ion mass = 39.95 u
e^2/(4 pi eps0) = 1.43996 eV nm
alpha_e = 0.7200, alpha_i = 55.700, tau = 0.01293
mean speeds: electron 9.4645e+05 m/s, ion 398.74 m/s
flux ratio R = 237.359
neutral-grain rates: ion 12.527 1/s, electron 2973.3 1/s
Z, up (1/s), down (1/s), P, Gaussian, moment-matched Gaussian:
  -6 4.1990e+03 3.9549e+01 1.4613e-05 2.8110e-07 2.0080e-06
  -5 3.5013e+03 8.1250e+01 7.5522e-04 7.7883e-05 2.8935e-04
  -4 2.8035e+03 1.6692e+02 1.5841e-02 5.3529e-03 1.1633e-02
  -3 2.1058e+03 3.4292e+02 1.2951e-01 9.1265e-02 1.3047e-01
  -2 1.4080e+03 7.0449e+02 3.8710e-01 3.8600e-01 4.0829e-01
  -1 7.1027e+02 1.4473e+03 3.7660e-01 4.0498e-01 3.5647e-01
  +0 1.2527e+01 2.9733e+03 8.9961e-02 1.0540e-01 8.6829e-02
  +1 8.0816e-24 5.1141e+03 2.2036e-04 6.8053e-03 5.9008e-03
neutral fraction = 0.08996 = 8.996 percent
positive fraction = 2.204e-04
Gaussian positive fraction = 6.915e-03
mean = -1.6063 e, variance = 0.7834 e^2, skewness = -0.2329
Gaussian: psi = 1.0552, Z0 = -1.4656 e, var = 0.7173 e^2
Gaussian/true neutral fraction = 1.1717
moment-matched/true neutral fraction = 0.9652
total variation distance: Gaussian 0.0505, matched 0.0279
mean shift: actual -0.1408 e, large-grain -0.1334 e
relaxation time = 0.7248 ms
a (nm), mean (e), variance (e^2), P(0), Gaussian P(0), distance:
  1 -1.6063 0.7834 8.9961e-02 1.0540e-01 0.0505
  2 -3.0681 1.4987 9.8401e-03 1.6678e-02 0.0374
  3 -4.5324 2.2154 1.0843e-03 3.0473e-03 0.0289
  5 -7.4626 3.6497 1.3357e-05 1.1820e-04 0.0217
  10 -14.7897 7.2360 2.3567e-10 4.6895e-08 0.0148
a = 1000 nm test: shift -0.13338 e, skewness -0.00873, limit -0.00873
a = 1000 nm test: ln(Pmax/P(0)) = 2157.8
image force: neutral fraction 0.05346, positive 7.735e-04, mean -2.0634 e
image factors: ion at Z=0 10.354, ion at Z=-1 108.005, electron at Z=0 2.063
gas collisions at 0.1 Torr: free path 310.7 um, neutral fraction 0.09157
half electron collection: neutral fraction 0.22910
n_e/n_i = 1: neutral fraction 2.1326e-04
ion-induced emission, yield 0.1: neutral 0.10793, positive 5.537e-03
electron loss, work function 4.5 eV, grain 600.0 K:
Z, level above vacuum (eV), barrier top (eV), tunnel, thermal (1/s):
  -3 -0.900 1.677 0.00e+00 7.66e-09
  -4 0.540 2.720 3.20e-06 1.66e-05
  -5 1.980 3.814 1.05e+09 1.34e-02
population at Z <= -5: 7.699e-04; neutral fraction without it 0.09003
electron gyroradius at 0.03 T = 179.4 um, Debye length = 11.94 um
grain density for charge neutrality = 5.603e+09 cm^-3
```
